# Eckhaus stability of ion-beam ripples close to onset

## First half: from the eroding surface to the stripe equation

### A special case

Take the one-dimensional equation

\[
a_T=a+a_{XX}-|a|^2a ,
\]

in which \(a(X,T)\) is complex and subscripts denote derivatives. The function \(a=r\,e^{iqX}\) with constant \(r>0\) is a steady solution if \(0=1-q^2-r^2\). Stripes therefore exist for \(|q|<1\), with \(r^2=1-q^2\).

Now let the phase vary slowly. With \(a=re^{i\phi}\),

\[
a_{XX}=\left[r_{XX}-r\phi_X^2+i\,(2r_X\phi_X+r\phi_{XX})\right]e^{i\phi}.
\]

The imaginary part of the equation, divided by \(e^{i\phi}\), is \(r\phi_T=2r_X\phi_X+r\phi_{XX}\). Multiplication by \(r\) makes the right side a derivative:

\[
r^2\phi_T=(r^2\phi_X)_X .
\]

If the modulation is long, the amplitude has time to follow the local wavenumber \(\phi_X\), so that \(r^2\simeq1-\phi_X^2\). Then

\[
(1-\phi_X^2)\,\phi_T=(\phi_X-\phi_X^3)_X=(1-3\phi_X^2)\,\phi_{XX}.
\]

For small departures from \(\phi=qX\) this is a diffusion equation with coefficient \((1-3q^2)/(1-q^2)\). The coefficient is positive for \(q^2<1/3\), and a compressed group of stripes then spreads out. It is negative for \(1/3<q^2<1\), and the compression then grows. The cause is visible in the product \(r^2\phi_X=\phi_X-\phi_X^3\): beyond \(1/\sqrt3\), the loss of amplitude on compression outweighs the gain in wavenumber.

This argument covers long modulations in one dimension. It leaves open whether shorter or oblique modulations destroy the remaining stripes, and under what conditions a bombarded surface obeys such an equation. The second question comes first.

### The surface and its assumptions

An ion beam strikes a surface obliquely. Let \(y\) lie along the projection of the beam on the surface and \(x\) at right angles to it. The height \(h(x,y,t)\) is measured from the uniformly receding mean plane. The model is

\[
h_t=-\alpha h-\nu h_{xx}-\nu_y h_{yy}-K\nabla^4h+c\,h_{xxy}+\frac{\lambda}{2}h_x^2 .
\tag{1}
\]

Here \(\nu>0\) expresses roughening by erosion, \(K>0\) smoothing by surface transport, \(\lambda\) the dependence of the removal rate on slope, and \(c\) a dispersion permitted by the oblique beam. The coefficient \(\alpha>0\) damps every height variation. It is an effective term, assumed here and not derived from the motion of atoms.

Four assumptions are used.

1. **Symmetry.** The surface and the beam are unchanged by \(x\to-x\), so equation (1) has no term with an odd number of \(x\) derivatives.
2. **Anisotropy.** \(\nu_y<\nu\), so that the ripples form with their wavevector along \(x\).
3. **Nearness to onset.** The net growth rate is small compared with \(\alpha\).
4. **Damped mean height.** \(\alpha\) stays finite at onset.

A drift term in \(h_y\) has been removed by a moving frame. The symmetry also allows terms in \(h_{yyy}\) and \(h_y^2\), which are left out. They would not alter the linear stability of stripes that are uniform along \(y\). For a disturbance proportional to \(e^{ipy}\), the first adds the same imaginary rate to every \(x\) harmonic, and the second has zero linear part because the stripe has no slope along \(y\).

### Lemma 1: linear growth near onset

*Let \(k_c^2=\nu/2K\), \(\alpha_c=\nu^2/4K=Kk_c^4\) and \(\mu=\alpha_c-\alpha\). The flat surface is unstable when \(\mu>0\). A disturbance with wavevector \((k_c+q,\,p)\), seen in a suitable moving frame, has to second order in \(q\) and \(p\) the growth rate*

\[
\sigma=\mu-Dq^2-D_yp^2-iwqp,
\qquad D=2\nu,\quad D_y=\nu-\nu_y,\quad w=2ck_c .
\]

**Proof.** Put \(h\propto e^{i(k_xx+k_yy)+\sigma t}\) into the linear part of (1). Two derivatives give \(-k^2\), four give \(k^4\), and \(h_{xxy}\) gives \((ik_x)^2(ik_y)=-ik_x^2k_y\). Hence

\[
\sigma=-\alpha+\nu k_x^2+\nu_yk_y^2-K(k_x^2+k_y^2)^2-ick_x^2k_y .
\]

Since \(\nu_y<\nu\), the real part at a given length \(k\) of the wavevector is largest for \(k_y=0\), where completing the square gives

\[
\sigma=-\alpha+\nu k^2-Kk^4=\mu-K(k^2-k_c^2)^2 .
\tag{2}
\]

The maximum is \(\mu\), reached at \(k=k_c\). Now set \(k_x=k_c+q\) and \(k_y=p\).

The terms without \(p\) follow from \(k_x^2-k_c^2=2k_cq+q^2\), whose square is \(4k_c^2q^2\) to second order. This gives \(D=4Kk_c^2=2\nu\).

The real terms in \(p^2\) are \(\nu_yp^2-2Kk_c^2p^2=(\nu_y-\nu)p^2\), because \(2Kk_c^2=\nu\).

The imaginary part is \(-ic(k_c^2+2k_cq)p\) to second order. Its first piece belongs to a pattern moving along \(y\) at velocity \(ck_c^2\), and a frame with that velocity removes it. The second piece is \(-iwqp\) with \(w=2ck_c\). ∎

The distance from onset is measured by \(\varepsilon=\mu/\alpha_c=1-4K\alpha/\nu^2\). Growing wavenumbers satisfy \(Dq^2<\mu\), or

\[
|q|<\sqrt{\mu/D}=\sqrt{\frac{\varepsilon Kk_c^4}{4Kk_c^2}}=\tfrac12k_c\sqrt\varepsilon .
\]

A narrow band grows slowly, which permits a description by a slowly varying amplitude.

### Lemma 2: saturation

*Write \(h=A\,e^{ik_cx}+A^*e^{-ik_cx}+\dots\), with \(A\) varying slowly in space and time. To leading order in \(\varepsilon\),*

\[
A_t=\mu A+DA_{xx}+D_yA_{yy}+iwA_{xy}-g|A|^2A,
\qquad g=\frac{\lambda^2}{9K}.
\tag{3}
\]

**Proof.** For the linear terms, \(q\) and \(p\) in Lemma 1 stand for \(-i\partial_x\) and \(-i\partial_y\) acting on \(A\). Then \(-q^2\to\partial_x^2\), \(-p^2\to\partial_y^2\) and \(-iwqp\to+iw\,\partial_x\partial_y\).

For the nonlinear term, the leading slope is \(h_x=ik_cAe^{ik_cx}-ik_cA^*e^{-ik_cx}\), and

\[
h_x^2=-k_c^2A^2e^{2ik_cx}-k_c^2A^{*2}e^{-2ik_cx}+2k_c^2|A|^2 .
\]

No part of this varies as \(e^{ik_cx}\), so the ripple does not act on itself at second order. It drives a second harmonic and a mean height, and these may act back.

*Second harmonic.* Let \(Be^{2ik_cx}\) plus its conjugate be the response. By (2) its linear rate is \(\mu-K(4k_c^2-k_c^2)^2\simeq-9Kk_c^4\). This damping is fast compared with \(\mu\), so \(B\) follows its drive:

\[
0=-9Kk_c^4B-\frac{\lambda}{2}k_c^2A^2
\quad\Longrightarrow\quad
B=-\frac{\lambda A^2}{18Kk_c^2}.
\]

The product of the slopes \(-ik_cA^*e^{-ik_cx}\) and \(2ik_cBe^{2ik_cx}\) is \(2k_c^2A^*Be^{ik_cx}\). It occurs twice in \(h_x^2\), so its contribution to \(A_t\) is

\[
\frac{\lambda}{2}\,4k_c^2A^*B=2\lambda k_c^2A^*B=-\frac{\lambda^2}{9K}|A|^2A .
\]

*Mean height.* The mean part \(h_0\) obeys \(\partial_th_0=-\alpha h_0+\lambda k_c^2|A|^2\) when its small gradients are neglected. It changes at rates of order \(\mu\ll\alpha\), hence \(h_0\simeq\lambda k_c^2|A|^2/\alpha\). The nonlinearity contains the slope alone, so \(h_0\) acts back through \(\lambda h_{0x}h_{1x}\), where \(h_1\) is the leading ripple. This contributes \(i\lambda k_cAh_{0x}\) to \(A_t\).

*Orders.* Near onset \(A\sim\varepsilon^{1/2}\), \(\partial_t\sim\varepsilon\) and \(\partial_x,\partial_y\sim\varepsilon^{1/2}\). Every term of (3) is then of order \(\varepsilon^{3/2}\). The mean-height term has one more derivative than \(|A|^2A\) and is of order \(\varepsilon^2\), so it drops out at leading order. ∎

### Remarks on the equation

**Sign of \(g\).** The constant \(\lambda\) enters squared, so \(g>0\) for either sign of \(\lambda\) in this model. Here the second harmonic opposes the ripple, and the bifurcation is supercritical: the ripple height rises continuously from zero.

**Why the coefficients are real.** Under \(x\to-x\) the ripple \(Ae^{ik_cx}+A^*e^{-ik_cx}\) keeps its form if \(A(x)\) is replaced by \(A^*(-x)\). The equation must survive this replacement. Terms with an even number of \(x\) derivatives then need real coefficients, and those with an odd number need imaginary ones, as in \(iwA_{xy}\). For ripples whose wavevector lies along the beam projection this symmetry is absent, complex coefficients are allowed, and the theorem below does not cover that case.

**How small \(\varepsilon\) must be.** The mean-height term has a large coefficient. Inserting \(h_0\) gives \(i(\lambda^2k_c^3/\alpha)A(|A|^2)_x\). For a modulation of \(|A|^2\) with wavenumber \(Q\) and relative strength of order one, its ratio to \(g|A|^2A\) is about

\[
\frac{\lambda^2k_c^3Q}{\alpha}\cdot\frac{9K}{\lambda^2}\simeq\frac{9Q}{k_c},
\]

where \(\alpha\simeq Kk_c^4\). At the band scale \(Q=\tfrac12k_c\sqrt\varepsilon\) this is \(4.5\sqrt\varepsilon\), which is 0.45 at \(\varepsilon=0.01\). The second half therefore compares the stability limits with those of the full equation (1).

**Amplitude.** At \(q=0\), equation (3) gives \(|A|^2=\mu/g=9\varepsilon\,(Kk_c^2/\lambda)^2\). A steady ripple of the full equation, found by Newton iteration with six harmonics at \(\varepsilon=0.001\), gives the factor 8.9994 in place of 9.

### One surface in numbers

Take the round parameters \(\nu=5\) nm²/s, \(\nu_y=-5\) nm²/s, \(K=200\) nm⁴/s, \(\lambda=3\) nm/s and \(\varepsilon=0.01\). The negative \(\nu_y\) means that erosion smooths the surface along the beam projection. Then

\[
k_c=\sqrt{\frac{5}{400}}=0.1118\ \text{nm}^{-1},
\qquad \frac{2\pi}{k_c}=56.2\ \text{nm},
\]

\[
\alpha_c=\frac{25}{800}=0.03125\ \text{s}^{-1},
\qquad \mu=0.01\,\alpha_c=3.125\times10^{-4}\ \text{s}^{-1}.
\]

The growth time \(1/\mu\) is 3200 s. Further, \(D=D_y=10\) nm²/s and \(g=9/1800=0.005\) nm⁻² s⁻¹. At the band centre

\[
|A|=\sqrt{\frac{3.125\times10^{-4}}{0.005}}=0.25\ \text{nm}.
\]

Since \(h=2|A|\cos(k_cx)\) at leading order, the peak-to-valley height is \(4|A|=1.0\) nm and the largest slope is \(2k_c|A|=0.056\).

Equation (1) omits nonlinear terms of higher order in the slope. Suppose that one of them is \(\nu h_x^2h_{xx}=\tfrac{\nu}{3}(h_x^3)_x\), with a coefficient of the natural size \(\nu\). The part of \(h_x^3\) that varies as \(e^{ik_cx}\) is \(3(ik_cA)^2(-ik_cA^*)=3ik_c^3|A|^2A\). The derivative multiplies it by \(ik_c\), and the contribution to \(A_t\) is \(-\nu k_c^4|A|^2A\). It would change \(g\) by \(\nu k_c^4/g=16\,\%\), and the ripple height by about half of that, because \(|A|\propto g^{-1/2}\).

The symmetry also allows further quadratic terms, which (1) leaves out. One of them is \(\beta(h_x^2)_{xx}\). On a harmonic \(e^{imk_cx}\) it replaces \(\lambda/2\) by \(\lambda/2-m^2\beta k_c^2\). The steps of Lemma 2, with \(m=2\) for the drive of \(B\) and \(m=1\) for its action back on \(A\), then give

\[
g=\frac{(\lambda-8\beta k_c^2)(\lambda-2\beta k_c^2)}{9K}.
\]

For \(\lambda>0\) this is negative when \(\lambda/8<\beta k_c^2<\lambda/2\). Equation (3) then no longer saturates the ripple, so \(g>0\) is a condition on the process.
 
## Second half: which stripes survive

### Symbols and results carried over

The surface height is \(h=Ae^{ik_cx}+A^*e^{-ik_cx}\) at leading order, with \(x\) across the ripples and \(y\) along them. Near onset

\[
A_t=\mu A+DA_{xx}+D_yA_{yy}+iwA_{xy}-g|A|^2A ,
\tag{3}
\]

with \(\mu,D,D_y,g>0\) and \(w\) real. For the surface model (1), \(D=2\nu\), \(D_y=\nu-\nu_y\) and \(g=\lambda^2/9K\). The distance from onset is \(\varepsilon=\mu/\alpha_c\), where \(\alpha_c=Kk_c^4\) is the critical damping. The example has \(k_c=0.1118\) nm⁻¹, \(\mu=3.125\times10^{-4}\) s⁻¹, \(D=10\) nm²/s and \(|A|=0.25\) nm.

### Theorem

*Let \(q_b=\sqrt{\mu/D}\). On an unbounded surface governed by (3):*

*(i) Uniform stripes \(A=Re^{iqx}\) with \(R>0\) exist for \(|q|<q_b\), and their amplitude is given by \(gR^2=\mu-Dq^2\).*

*(ii) No small modulation of a stripe grows exponentially if and only if \(|q|\le q_b/\sqrt3\).*

*(iii) For \(q_b/\sqrt3<|q|<q_b\), the growing modulations along \(x\) are those whose wavenumber \(Q\) satisfies \(0<Q^2<2(3q^2-q_b^2)\).*

The wavenumber of the actual ripple is \(k_c+q\). The theorem says that the central \(1/\sqrt3\), or 58 %, of the band of existing ripples is linearly stable. Neither \(g\) nor \(w\) enters this fraction.

**Proof of (i).** Inserting \(Re^{iqx}\) into (3) gives \(0=\mu-Dq^2-gR^2\). A positive \(R^2\) requires \(Dq^2<\mu\). ∎

From here on \(P=gR^2=\mu-Dq^2>0\).

### Lemma 3: growth of the sidebands

*A modulation with wavevector \((Q,p)\) has the two rates*

\[
s_\pm=-P-DQ^2-D_yp^2\pm\sqrt{P^2+z^2},
\qquad z=2DqQ+iwQp .
\tag{4}
\]

**Proof.** Write \(A=e^{iqx}(R+b)\) with small \(b\). The derivatives are

\[
A_{xx}=e^{iqx}\left[b_{xx}+2iqb_x-q^2(R+b)\right],
\qquad
A_{xy}=e^{iqx}(b_{xy}+iqb_y).
\]

The linear part of \(|R+b|^2(R+b)\) is \(2R^2b+R^2b^*\). The terms proportional to \(b\) without derivatives add up to \(\mu-Dq^2-2P=-P\), so

\[
b_t=-P(b+b^*)+Db_{xx}+2iDqb_x+D_yb_{yy}+iwb_{xy}-wqb_y .
\]

The last term is a drift along \(y\) with velocity \(wq\), which a moving frame removes. Because \(b^*\) occurs, opposite wavevectors are coupled. Set

\[
b=U(t)\,e^{i(Qx+py)}+V^*(t)\,e^{-i(Qx+py)} .
\]

In the first exponential, \(2iDq\,\partial_x\) gives \(-2DqQ\) and \(iw\,\partial_x\partial_y\) gives \(-iwQp\). In the second, they give \(+2DqQ\) and again \(-iwQp\). The equation for \(V^*\) must be conjugated to obtain that for \(V\), which turns \(-iwQp\) into \(+iwQp\). With \(m=-P-DQ^2-D_yp^2\),

\[
U_t=(m-z)U-PV,
\qquad
V_t=-PU+(m+z)V .
\]

The rates \(s\) satisfy \((m-s)^2-z^2-P^2=0\), which is (4). ∎

### Lemma 4: oblique modulations grow no faster

*For \(P>0\) and real \(a,b\), the root with non-negative real part obeys \(\operatorname{Re}\sqrt{P^2+(a+ib)^2}\le\sqrt{P^2+a^2}\).*

**Proof.** Let \(\zeta=P^2+a^2-b^2+2iab\) and \(\sqrt\zeta=u+iv\). Then \(u^2-v^2=\operatorname{Re}\zeta\) and \(u^2+v^2=|\zeta|\), so \(u^2=\tfrac12(|\zeta|+\operatorname{Re}\zeta)\). Compare

\[
|\zeta|^2=(P^2+a^2-b^2)^2+4a^2b^2
\]

with

\[
(P^2+a^2+b^2)^2=(P^2+a^2-b^2)^2+4b^2(P^2+a^2).
\]

The second exceeds the first by \(4b^2P^2\ge0\), hence \(|\zeta|\le P^2+a^2+b^2\). Adding \(\operatorname{Re}\zeta\) gives \(2u^2\le2(P^2+a^2)\). ∎

### Proof of (ii) and (iii)

Apply Lemma 4 with \(a=2DqQ\) and \(b=wQp\). The real part of \(s_+\) at \((Q,p)\) is at most its value at \((Q,0)\) minus \(D_yp^2\). A stripe that is stable against modulations along \(x\) is therefore stable against all others, and it suffices to set \(p=0\):

\[
s_+=-P-DQ^2+\sqrt{P^2+4D^2q^2Q^2}.
\]

Since \(P+DQ^2\) is positive, \(s_+>0\) is equivalent to the inequality of the squares,

\[
P^2+4D^2q^2Q^2>P^2+2PDQ^2+D^2Q^4 .
\]

For \(Q=0\) this fails. For \(Q\ne0\), division by \(D^2Q^2\) and the use of \(P/D=q_b^2-q^2\) give

\[
Q^2<4q^2-2(q_b^2-q^2)=2(3q^2-q_b^2).
\]

Such \(Q\) exist if and only if \(3q^2>q_b^2\). The other rate, \(s_-\), has a negative real part throughout. ∎

### Remarks on the instability

**It is a phase instability.** As \(q^2\) rises through \(q_b^2/3\), the range of growing \(Q\) opens at \(Q=0\), so the longest modulations are the first to grow. For small \(Q\), expanding the root gives

\[
s_+\simeq-DQ^2+\frac{2D^2q^2Q^2}{P}=-D\,\frac{\mu-3Dq^2}{\mu-Dq^2}\,Q^2 ,
\]

which is the diffusion law of the special case. In this limit \(V\simeq-U\), so \(b\) is purely imaginary and displaces the ripples without changing their height.

**Fastest modulation.** Let \(S\) be the square root in \(s_+\). Setting the derivative of \(s_+\) with respect to \(Q^2\) to zero gives \(-D+2D^2q^2/S=0\), or \(S=2Dq^2\). Then \(4D^2q^2Q^2=S^2-P^2\) yields

\[
Q^2=q^2-\frac{P^2}{4D^2q^2},
\qquad
s_{\max}=Dq^2-P+\frac{P^2}{4Dq^2}=\frac{(3Dq^2-\mu)^2}{4Dq^2}.
\]

Growth is quadratic in the distance beyond the limit, so a stripe slightly outside the stable band may last for a long time.

**Finite length.** On a periodic length \(L\) the smallest modulation wavenumber is \(2\pi/L\). By (iii) the limit becomes \(q^2=q_b^2/3+(2\pi/L)^2/6\), provided that this lies inside the band. For the example and \(L=10\) µm, the stable half-width rises by 0.3 %.

**Stable does not mean selected.** For variations along \(x\) alone, equation (3) is \(A_t=-\delta F/\delta A^*\) with

\[
F=\int\left(-\mu|A|^2+D|A_x|^2+\tfrac g2|A|^4\right)dx .
\]

Hence \(F_t=-2\int|A_t|^2dx\le0\). A stripe has the density \(-PR^2+\tfrac g2R^4=-P^2/2g\), which is lowest at \(q=0\). The other stable stripes resist small disturbances, but a large one may remove them.

### Anisotropy is needed

If \(\nu_y=\nu\), then \(D_y=0\) and the theorem does not apply. Bend the stripes with wavenumber \(p\) along \(y\) at \(Q=0\). With the harmonics neglected, the growth rate is the difference of the linear rates at \((k,p)\) and \((k,0)\),

\[
\nu p^2-2Kk^2p^2-Kp^4=2K(k_c^2-k^2)p^2-Kp^4 .
\]

It is positive for small \(p\) whenever \(k<k_c\), so stripes of long period buckle into zigzags. The largest value is \(K(k_c^2-k^2)^2\). For \(\varepsilon=0.0025\) and \(k=k_c-0.3q_b=0.9925k_c\), this is \(2.2\times10^{-4}Kk_c^4\). The eigenvalues of the full equation (1) with \(c=0\), linearized about its own steady ripple, give \(2.7\times10^{-4}Kk_c^4\) there, and their zigzag boundary lies at \(k_c+0.03q_b\) rather than at \(k_c\). At \(k_c+0.3q_b\) all sampled bends, with \(p\) from \(0.02k_c\) to \(0.15k_c\), decay.

Those stripes are unstable all the same, for another reason. A disturbance \(e^{ipy}\) that is uniform along \(x\) has no slope along \(x\), so the term \(\tfrac{\lambda}{2}h_x^2\) does not affect it at first order. It keeps its linear rate \(-\alpha+\nu p^2-Kp^4\), which equals \(\mu>0\) at \(p=k_c\). Ripples at right angles to the first therefore grow through every stripe of this isotropic model.

### The full surface equation

Equation (3) is the leading order in \(\varepsilon\). For equation (1) itself, the band of existence follows from \(\mu=K(k^2-k_c^2)^2\), that is \(k^2=k_c^2(1\pm\sqrt\varepsilon)\). The stability limits were computed from steady ripples with six harmonics. Each was disturbed by \(e^{iQx}\) times a function with the ripple's period, with \(Q=0.01k_c\sqrt\varepsilon\), and the \(k\) at which the largest growth rate changes sign was located. The stable fraction of the band is

| \(\varepsilon\) | stable fraction |
|---|---|
| 0.01 | 0.5728 |
| 0.002 | 0.5763 |
| 0.0004 | 0.5772 |

The value of \(1/\sqrt3\) is 0.5774, and the difference shrinks as onset is approached. Because \(Q=0.02q_b\) is finite, the finite-length formula raises each entry by about 0.00006 above its limit for \(Q\to0\), so the last digit is uncertain by one unit.

### What becomes of an unstable stripe

On a periodic length, the number of turns of the phase of \(A\) is an integer. It cannot change while \(A\) is continuous and nowhere zero, so ripples are lost through phase slips, at which \(A\) vanishes at a point.

Equation (3) in one dimension was integrated on the length \(20\times2\pi/q_b\), from stripes with random noise of 1 % of \(\sqrt{\mu/g}\) in each component, up to the time \(2000/\mu\). A stripe with \(q=0.5q_b\) kept its wavenumber. A stripe with \(q=0.8q_b\), which has 16 turns, ended at \(0.05q_b\) with one turn. It did not stop near the stability limit but went almost to the band centre. The fastest modulation has \(Q=0.77q_b\) and fits about 15 times into this length, and 15 turns were lost. The count depends on the noise: eight different draws ended with zero, one or two turns, so 14 to 16 turns were lost. About one slip per modulation period would explain this, but that remains a conjecture.

### The example: which ripple periods last

The half-widths of the two bands are

\[
q_b=\sqrt{\frac{3.125\times10^{-4}}{10}}=0.00559\ \text{nm}^{-1},
\qquad
\frac{q_b}{\sqrt3}=0.00323\ \text{nm}^{-1}.
\]

The periods \(2\pi/(k_c\pm q)\) run from 53.5 to 59.2 nm for existing ripples and from 54.6 to 57.9 nm for stable ones.

A ripple with \(q=0.8q_b\) has a period of 54.0 nm and is unstable. With \(Dq^2=0.64\mu\),

\[
s_{\max}=\frac{(1.92-1)^2}{2.56}\,\mu=0.33\,\mu ,
\]

which is a growth time of 9700 s. The fastest modulation is 1.46 µm long, or about 27 ripples. These values belong to equation (3) and are rough at \(\varepsilon=0.01\). The full equation gives 6800 s and 1.34 µm for this ripple. For the one at \(q=-0.8q_b\), which (3) treats alike, it gives 14 800 s and 1.63 µm.

The full equation at the same parameters gives stable periods from 54.8 to 58.1 nm. The window keeps its width and moves by 0.2 nm towards longer periods. In wavenumber its centre lies \(0.07q_b\) below \(k_c\). Several neglected terms, the mean-height term among them, enter at this order, and the calculation does not separate them.

Ion arrivals are random. An ion that removes \(Y\) atoms of volume \(\Omega\), at a mean removal rate \(v\), produces height noise of strength \(N=vY\Omega\). With \(v=3\) nm/s, \(Y=3\) and \(\Omega=0.02\) nm³, \(N=0.18\) nm⁴/s. A mode with damping rate \(s\) has the variance \(N/2s\). Taking \(s=2\mu+DQ^2\), the damping of amplitude fluctuations at the band centre for \(D_y=D\) and \(w=0\), and summing over the regions around \(\pm k_c\) up to \(Q=k_c\), gives

\[
\langle h^2\rangle=2\int_0^{k_c}\frac{Q\,dQ}{2\pi}\,\frac{N}{2(2\mu+DQ^2)}
=\frac{N}{4\pi D}\ln\!\left(1+\frac{Dk_c^2}{2\mu}\right).
\]

The root-mean-square noise is 0.09 nm, against \(\sqrt2|A|=0.35\) nm for the ripple. This is a low estimate, because phase fluctuations are damped less. Their variance grows with the logarithm of the size of the surface. The linear response of the full equation with \(c=0\) gives about 0.10 nm for a size of 1 µm and 0.12 nm for 10 µm. The theorem concerns infinitesimal disturbances and does not give the lifetime of a ripple under such noise.

### Beside a real process

The parameters are meant for broad-beam rippling with ions of low keV energy, which can produce periods of tens of nanometres. The removal rate of 3 nm/s is a round assumption. The assumed removal needs \(v/Y\Omega=50\) ions per nm² and second, or 0.8 mA/cm², counted per area of surface. A beam at the angle \(\theta\) to the surface normal must have \(1/\cos\theta\) times this current density across itself. The closeness to onset demands fine control. With \(\nu\) and \(\alpha\) held fixed, a rise of \(K\) by 1 % closes the band, and 9.6 µm are removed during one growth time. The assumption most open to doubt is the damping \(-\alpha h\), since erosion of a uniform solid does not depend on absolute height. With \(\alpha=0\) the model has \(\varepsilon=1\), the mean height is no longer slaved, and the fraction \(1/\sqrt3\) has no basis. As a rule for choosing a ripple period, it is restricted to processes with a damped mean height, mirror symmetry across the beam projection, \(g>0\), small \(\varepsilon\), \(D_y\) large compared with \(\nu\sqrt\varepsilon\), and \(c^2\varepsilon\) small compared with \(D_yK\). If \(D_y\) is smaller, the zigzag term \(2K(k_c^2-k^2)p^2\) can outweigh the damping \(D_yp^2\) for stripes of long period. If \(c\) is too large, the second harmonic drifts along \(y\) relative to the ripple and no longer follows its bends. In the full equation with the example's other parameters, long bends of the stripe at the band centre then grow for \(|c|\) above about 945 nm³/s.
